\section*{Silicon valleys under [001] strain and their angle-dependent acoustic coupling}

\section{The problem}

The conduction band of silicon has six equivalent minima (valleys) on the axes $\pm x,\pm y,\pm z$. Under a small uniform strain $\varepsilon_{ij}$, the valley with unit axis $\mathbf n$ shifts by
\begin{equation}
\delta E_{\mathbf n}=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\cdot\mathbf n ,
\label{eq:hv}
\end{equation}
where $\Xi_d$ and $\Xi_u$ are the Herring--Vogt constants. Extension is positive, and a positive $\delta E$ raises the electron energy.

Take $\Xi_u=9$ eV and elastic constants $C_{11},C_{12},C_{44}=160,60,80$ GPa, round numbers of roughly silicon's size. Take $\Xi_d=1$ eV as a choice for this exercise.

\begin{enumerate}
\item[(a)] A crystal is stretched by $\varepsilon_{zz}=0.01$ with its sides clamped, so that all other strain components vanish. How do the valleys split?
\item[(b)] The same $\varepsilon_{zz}$ is produced by pulling along $z$ with the sides free. What is the splitting now?
\item[(c)] A long acoustic wave travels at angle $\theta$ to $\mathbf n$. How does its coupling to electrons at the bottom of that valley depend on $\theta$, for longitudinal (LA) and transverse (TA) polarization, if the medium is elastically isotropic?
\item[(d)] What changes when the elasticity is cubic?
\end{enumerate}

\section{A tempting solution}

For (a), equation (\ref{eq:hv}) gives $(\Xi_d+\Xi_u)\varepsilon_{zz}$ for the $z$ valleys and $\Xi_d\varepsilon_{zz}$ for the other four. The splitting is $\Xi_u\varepsilon_{zz}=90$ meV.

For (b), the elongation along $z$ is the same, so the splitting is again 90 meV.

For (c), an LA wave is an elongation along its direction $\hat{\mathbf q}$. Its component along the valley axis carries a factor $\cos\theta$, so the coupling is $\Xi_d+\Xi_u\cos\theta$. A TA wave changes neither the volume nor the length along $\hat{\mathbf q}$, so it does not couple.

\section{Where it fails}

Part (a) is right; (b) and (c) are wrong. The LA formula betrays itself. The vectors $\mathbf n$ and $-\mathbf n$ give the same shift in (\ref{eq:hv}), yet replacing $\mathbf n$ by $-\mathbf n$ turns $\Xi_d+\Xi_u\cos\theta$ into $\Xi_d-\Xi_u\cos\theta$.

The common fault is to describe a strain by one elongation along one direction. Strain is a tensor. In (b) it has lateral components, which move the $x$ and $y$ valleys. In (c) the elongation along $\mathbf n$ is $\mathbf n\cdot\varepsilon\cdot\mathbf n$, in which $\mathbf n$ enters twice, and a shear wave can stretch the valley axis without stretching $\hat{\mathbf q}$.

\section{The right solution}

\subsection{Why two constants suffice}

The valley edge is nondegenerate, so its first-order shift is one number linear in the strain, $\delta E=\sum_{ij}D_{ij}\varepsilon_{ij}$, with $D$ symmetric because $\varepsilon$ is. For a $z$ valley, $D$ must be unchanged by the fourfold symmetry about $z$, which sends $\hat x\to\hat y$ and $\hat y\to-\hat x$. (In silicon this rotation is accompanied by a fractional translation, which does not affect a uniform strain.) Invariance gives
\begin{align}
D_{xx}&=D_{yy}, & D_{xy}&=-D_{yx}=-D_{xy}=0,\\
D_{xz}&=D_{yz}, & D_{yz}&=-D_{xz}.
\end{align}
The second line forces $D_{xz}=D_{yz}=0$. With $\Xi_d=D_{xx}$ and $\Xi_u=D_{zz}-D_{xx}$, the tensor is $D_{ij}=\Xi_d\delta_{ij}+\Xi_u n_in_j$, which is (\ref{eq:hv}).

Strain also moves the minimum in $\mathbf k$ space. Let $\boldsymbol\kappa$ label the states in coordinates that deform with the lattice, and let $\boldsymbol\kappa_0(\varepsilon)$ be the minimum. Then
\begin{equation}
\frac{dE(\boldsymbol\kappa_0,\varepsilon)}{d\varepsilon_{ij}}
=\frac{\partial E}{\partial\varepsilon_{ij}}
+\frac{\partial E}{\partial\boldsymbol\kappa}\cdot\frac{d\boldsymbol\kappa_0}{d\varepsilon_{ij}}
=\frac{\partial E}{\partial\varepsilon_{ij}},
\end{equation}
because $\partial E/\partial\boldsymbol\kappa=0$ at a minimum. The motion of the minimum therefore does not enter at first order. The relative displacement of the two atoms in the cell follows the strain linearly, but only the shear components $\varepsilon_{xy},\varepsilon_{yz},\varepsilon_{xz}$ drive it. The symmetry argument covers it, so it does not shift the valley at first order and adds nothing to $\Xi_d$ or $\Xi_u$.

\subsection{(a) Clamped sides}

With only $\varepsilon_{zz}$ present, $\mathrm{Tr}\,\varepsilon=\varepsilon_{zz}$, and $\mathbf n\cdot\varepsilon\cdot\mathbf n$ is $\varepsilon_{zz}$ for the $z$ valleys and zero for the others:
\begin{align}
\delta E_z&=(\Xi_d+\Xi_u)\varepsilon_{zz}=10\ \mathrm{eV}\times0.01=100\ \mathrm{meV},\\
\delta E_{x,y}&=\Xi_d\varepsilon_{zz}=1\ \mathrm{eV}\times0.01=10\ \mathrm{meV}.
\end{align}
The splitting is $\delta E_z-\delta E_{x,y}=\Xi_u\varepsilon_{zz}=90$ meV. Stretching leaves the four $x,y$ valleys lowest; compression reverses the order.

\subsection{(b) Free sides}

By symmetry $\varepsilon_{xx}=\varepsilon_{yy}$. Zero lateral stress requires
\begin{equation}
0=\sigma_{xx}=(C_{11}+C_{12})\varepsilon_{xx}+C_{12}\varepsilon_{zz},
\end{equation}
so that
\begin{equation}
\varepsilon_{xx}=-\nu\varepsilon_{zz},\qquad
\nu=\frac{C_{12}}{C_{11}+C_{12}}=\frac{60}{220}=0.273 .
\end{equation}
The trace term is common to all valleys and cancels from the splitting:
\begin{equation}
\delta E_z-\delta E_{x,y}=\Xi_u(\varepsilon_{zz}-\varepsilon_{xx})=\Xi_u(1+\nu)\varepsilon_{zz}.
\label{eq:stress}
\end{equation}
Numerically this is $9\ \mathrm{eV}\times0.012727=114.5$ meV, not 90 meV. The lateral contraction lowers the $x,y$ valleys relative to the $z$ valleys.

The individual shifts follow from $\mathrm{Tr}\,\varepsilon=0.01-2\times0.002727=0.004546$:
\begin{align}
\delta E_z&=(1\times0.004546+9\times0.01)\ \mathrm{eV}=94.5\ \mathrm{meV},\\
\delta E_{x,y}&=(1\times0.004546-9\times0.002727)\ \mathrm{eV}=-20.0\ \mathrm{meV}.
\end{align}

To express the splitting through the applied stress $\sigma$, subtract Hooke's law for $\sigma_{xx}$ from that for $\sigma_{zz}$. This gives $\sigma=\sigma_{zz}-\sigma_{xx}=(C_{11}-C_{12})(\varepsilon_{zz}-\varepsilon_{xx})$, and hence
\begin{equation}
\delta E_z-\delta E_{x,y}=\frac{\Xi_u\,\sigma}{C_{11}-C_{12}},
\end{equation}
with $\sigma=100\ \mathrm{GPa}\times0.01273=1.27$ GPa here.

\subsection{(c) Acoustic waves in an isotropic medium}

Let the displacement be $\mathbf u=u_0\,\mathbf e\,e^{i\mathbf q\cdot\mathbf r}$, with $\mathbf e$ a real unit vector; the physical displacement is the real part. The strain is
\begin{equation}
\varepsilon_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i)
=\tfrac{i}{2}u_0(q_ie_j+q_je_i)e^{i\mathbf q\cdot\mathbf r}.
\end{equation}
When the wavelength is long compared with the lattice constant, the electron sees the local band edge (\ref{eq:hv}) as a potential. This assumes a crystal with inversion symmetry, such as silicon, so that the wave carries no piezoelectric field, and no screening by free carriers. The strain gradient can still polarize such a crystal and set up an electrostatic potential of the same order $qu_0$, common to all valleys. In an isotropic medium that potential is proportional to $\hat{\mathbf q}\cdot\mathbf e$ and merges into $\Xi_d$; its direction-dependent remainder in a cubic crystal is neglected here. That remainder need not be small: the part due to the internal displacement of the two atoms vanishes for $\mathbf q$ along a cube axis but is estimated in silicon at several tenths of an eV to about 1 eV in other directions, comparable to the corrections found in part (d). The numbers of part (d) therefore show the effect of mode polarization alone. The two halves of the strain contribute equally, so
\begin{equation}
\delta E(\mathbf r)=iqu_0\Lambda\,e^{i\mathbf q\cdot\mathbf r},\qquad
\Lambda=\Xi_d\,\hat{\mathbf q}\cdot\mathbf e+\Xi_u(\mathbf n\cdot\hat{\mathbf q})(\mathbf n\cdot\mathbf e).
\label{eq:lambda}
\end{equation}

Put $\mathbf n=\hat z$ and $\hat{\mathbf q}=(\sin\theta,0,\cos\theta)$. In an isotropic medium the modes are purely longitudinal and transverse:
\begin{align}
\mathbf e=\hat{\mathbf q}:&\quad \Lambda_{LA}=\Xi_d+\Xi_u\cos^2\theta, \label{eq:la}\\
\mathbf e=(\cos\theta,0,-\sin\theta):&\quad \Lambda_{TA}=-\Xi_u\sin\theta\cos\theta, \label{eq:ta}\\
\mathbf e=\hat y:&\quad \Lambda=0 .
\end{align}
The sign in (\ref{eq:ta}) reverses with the sense chosen for $\mathbf e$; the magnitude does not.

At $\theta=0$ the LA wave is locally the clamped strain of part (a), and $\Lambda_{LA}=\Xi_d+\Xi_u=10$ eV. At $90^\circ$ it falls to $\Xi_d=1$ eV. If $-\Xi_d/\Xi_u$ lies between 0 and 1, the LA coupling vanishes at $\cos^2\theta=-\Xi_d/\Xi_u$; with the present constants there is no such node.

Since $\sin\theta\cos\theta=\tfrac12\sin2\theta$, the TA coupling peaks at $45^\circ$ with magnitude $\Xi_u/2=4.5$ eV. There $q_xe_x=q/2$, $q_ze_z=-q/2$ and $q_xe_z+q_ze_x=0$: the wave stretches $z$ while compressing $x$, and conversely half a period later, at constant volume. At $\theta=0$ the same branch is a pure $\varepsilon_{xz}$ shear, to which the $z$ valley does not respond at first order.

Averaging over directions, with $\langle\cos^2\theta\rangle=\tfrac13$ and $\langle\cos^4\theta\rangle=\tfrac15$, gives
\begin{align}
\langle\Lambda_{LA}^2\rangle&=\Xi_d^2+\tfrac23\Xi_d\Xi_u+\tfrac15\Xi_u^2=1+6+16.2=23.2\ \mathrm{eV}^2,\\
\langle\Lambda_{TA}^2\rangle&=\Xi_u^2\left(\tfrac13-\tfrac15\right)=\tfrac{2}{15}\times81=10.8\ \mathrm{eV}^2 .
\end{align}
The tempting solution would have discarded the second contribution entirely.

\subsection{(d) Cubic elasticity}

Equation (\ref{eq:lambda}) still holds, but $\mathbf e$ must be a true mode of the crystal. For $\hat{\mathbf q}$ in the $xz$ plane, motion along $y$ separates and remains uncoupled. For motion in the plane, the stresses are
\begin{align}
\sigma_{xx}&=C_{11}\partial_xu_x+C_{12}\partial_zu_z,\\
\sigma_{zz}&=C_{12}\partial_xu_x+C_{11}\partial_zu_z,\\
\sigma_{xz}&=C_{44}(\partial_xu_z+\partial_zu_x).
\end{align}
Newton's law $\rho\ddot u_i=\sum_j\partial_j\sigma_{ij}$, with $\rho$ the mass density and $\omega$ the frequency, becomes $\rho\omega^2\mathbf e=q^2\Gamma\mathbf e$ with
\begin{align}
\Gamma_{xx}&=C_{11}\sin^2\theta+C_{44}\cos^2\theta,\\
\Gamma_{zz}&=C_{11}\cos^2\theta+C_{44}\sin^2\theta,\\
\Gamma_{xz}&=(C_{12}+C_{44})\sin\theta\cos\theta .
\end{align}
Write the modes as $\mathbf e_L=(\sin\alpha,0,\cos\alpha)$ and $\mathbf e_T=(\cos\alpha,0,-\sin\alpha)$. They are eigenvectors when
\begin{equation}
0=\mathbf e_T\cdot\Gamma\mathbf e_L=\tfrac12(\Gamma_{xx}-\Gamma_{zz})\sin2\alpha+\Gamma_{xz}\cos2\alpha ,
\end{equation}
and inserting $\Gamma$ gives
\begin{equation}
\tan2\alpha=\frac{2\Gamma_{xz}}{\Gamma_{zz}-\Gamma_{xx}}
=\frac{C_{12}+C_{44}}{C_{11}-C_{44}}\tan2\theta .
\label{eq:alpha}
\end{equation}
The difference of the two eigenvalues is $(\Gamma_{zz}-\Gamma_{xx})\cos2\alpha+2\Gamma_{xz}\sin2\alpha$. It is positive, making $\mathbf e_L$ the stiffer, quasi-longitudinal mode, when $2\alpha$ is taken in the same quadrant as $2\theta$ (here both $C_{12}+C_{44}$ and $C_{11}-C_{44}$ are positive). Inserting the modes in (\ref{eq:lambda}),
\begin{align}
\Lambda_L&=\Xi_d\cos(\alpha-\theta)+\Xi_u\cos\theta\cos\alpha,\\
|\Lambda_T|&=|\Xi_d\sin(\alpha-\theta)+\Xi_u\cos\theta\sin\alpha| .
\end{align}

Isotropy means $C_{11}-C_{12}=2C_{44}$. The ratio in (\ref{eq:alpha}) is then 1, $\alpha=\theta$, and (c) is recovered. In the cubic crystal $\alpha=\theta$ still holds at $0^\circ$, $45^\circ$ and $90^\circ$. In between it does not, because the ratio in (\ref{eq:alpha}) is $140/80=1.75$ instead of 1. At $\theta=22.5^\circ$, $\tan2\alpha=1.75$ gives $\alpha=30.1^\circ$, a tilt of $7.6^\circ$ away from $\hat{\mathbf q}$. The magnitudes of the couplings in eV are:

\begin{center}
\begin{tabular}{ccccc}
$\theta$ & LA, isotropic & TA, isotropic & LA, cubic & TA, cubic\\
$22.5^\circ$ & 8.68 & 3.18 & 8.18 & 4.31\\
$45^\circ$ & 5.50 & 4.50 & 5.50 & 4.50\\
$67.5^\circ$ & 2.32 & 3.18 & 2.72 & 2.85
\end{tabular}
\end{center}

Relative to the isotropic law, the TA coupling is 35\% larger at $22.5^\circ$ and 11\% smaller at $67.5^\circ$. The reason is that the tilt $\beta=\alpha-\theta$ mixes the two isotropic couplings. Inserting $\alpha=\theta+\beta$ in $|\Lambda_T|$ gives
\begin{equation}
|\Lambda_T|=|\Xi_u\sin\theta\cos\theta\cos\beta+(\Xi_d+\Xi_u\cos^2\theta)\sin\beta| .
\end{equation}
At $22.5^\circ$, $\beta=7.6^\circ$ and the second term adds $8.68\sin7.6^\circ=1.15$ eV. At $67.5^\circ$, $\beta=-7.6^\circ$ and it subtracts $2.32\sin7.6^\circ=0.31$ eV.

The total squared coupling is insensitive to this mixing. Equation (\ref{eq:lambda}) has the form $\Lambda=\mathbf v\cdot\mathbf e$ with $\mathbf v=\Xi_d\hat{\mathbf q}+\Xi_u(\mathbf n\cdot\hat{\mathbf q})\mathbf n$, and the three polarizations are orthonormal, so
\begin{equation}
\sum_{\text{modes}}\Lambda^2=|\mathbf v|^2=\Xi_d^2+(2\Xi_d\Xi_u+\Xi_u^2)\cos^2\theta .
\end{equation}
Its directional average is $1+99/3=34\ \mathrm{eV}^2$ for either elasticity. With cubic modes over the whole sphere, the numerical average divides this into 22.0 (LA) and 12.0 (TA), against 23.2 and 10.8 in the isotropic medium. These averages are not scattering rates. For thermal phonons each mode enters with weight $\Lambda^2/\rho v^2$, where $\rho v^2$ is its eigenvalue of $\Gamma$. This weight favours the softer TA modes (by a factor of about 1.7 over LA in the uniform average with the present cubic constants) and is not invariant under the mixing. An ellipsoidal valley also weights the directions of $\mathbf q$ unevenly.

The numerical check tests (\ref{eq:hv}) and the angular laws of part (c) on a one-band, one-atom simple-cubic model with six valleys (not silicon: it has no internal displacement, and its $\Xi_u$ is negative), by straining the lattice explicitly and by summing the matrix element of a frozen wave.

\section*{Table of computed values}
\begin{verbatim}
SYMMETRY
independent constants of one valley: 2
LATTICE MODEL (microscopic check)
model Xi_d = 2.3000 eV, model Xi_u = -2.7000 eV
[001] splitting per unit strain = -2.7000 eV
largest static deviation, six valleys = 4.1e-07 eV
angle of the LA node = 22.64 deg
theta(deg) |LA| direct, law; |TA| direct, law (eV)
  0.00  0.4000 0.4000  0.0000 0.0000
 22.64  0.0000 0.0000  0.9592 0.9592
 45.00  0.9500 0.9500  1.3500 1.3500
 60.00  1.6250 1.6250  1.1691 1.1691
 90.00  2.3000 2.3000  0.0000 0.0000
WORKED EXAMPLE, inputs
Xi_d = 1.0 eV, Xi_u = 9.0 eV
C11, C12, C44 = 160, 60, 80 GPa
strain eps_zz = 0.010
UNIAXIAL STRAIN [001]
z valleys shift  = 100.00 meV
x,y valleys shift = 10.00 meV
mean shift = 40.00 meV
splitting E_z - E_xy = 90.00 meV
UNIAXIAL STRESS [001], same eps_zz
contraction ratio nu = 0.2727
lateral strain = -0.002727
stress = 1.2727 GPa
z valleys shift  = 94.55 meV
x,y valleys shift = -20.00 meV
mean shift = 18.18 meV
splitting E_z - E_xy = 114.55 meV
COUPLING OF A z VALLEY, q in the xz plane (eV)
theta(deg)  LA iso, TA iso;  LA cubic, TA cubic;  LA tilt(deg)
  0.0  10.000 0.000  10.000 0.000  0.00
 22.5  8.682 3.182  8.183 4.306  7.63
 45.0  5.500 4.500  5.500 4.500  0.00
 67.5  2.318 3.182  2.720 2.846  7.63
 90.0  1.000 0.000  1.000 0.000  0.00
TA maximum (isotropic) = 4.500 eV at 45.0 deg
SPHERE AVERAGES OF THE SQUARED COUPLING (eV^2)
isotropic: LA 23.20, TA 10.80
cubic:     LA 21.96, TA 12.04
sum of all modes: 34.00
\end{verbatim}
